\section*{Oxygen Diffusion Length in Silicon During a Sixteen-Hour Anneal}

\section*{Problem}

A silicon wafer contains dissolved oxygen, whose atoms sit between the silicon atoms and move by thermally activated jumps. Take their diffusivity to be
\begin{equation}
D(T)=D_0\,e^{-E/(k_BT)},\qquad D_0=0.13\ \mathrm{cm^2/s},\qquad E=2.53\ \mathrm{eV},
\label{eq:D}
\end{equation}
where $T$ is the absolute temperature and $k_B=8.617333\times10^{-5}$ eV/K. The wafer is held at $1000\,^\circ$C for 16 hours. Heating and cooling times are neglected, and $D$ does not depend on position or on the oxygen concentration.

\begin{enumerate}
\item[(a)] Show that the diffusion length $L=\sqrt{Dt}$ is near $8.5\ \mu$m.
\item[(b)] An oxygen atom starts far from any surface. Find the root-mean-square displacement along one chosen axis at the end of the anneal.
\item[(c)] The oxygen concentration is initially $C_0$ everywhere. From the start of the anneal the surface $x=0$ is held at a lower concentration $C_s$. Find the concentration at depth $x$, and the fraction of the initial excess $C_0-C_s$ that remains at depths $L$, $2L$ and $4L$. No oxygen goes into precipitates, and the wafer is much thicker than $L$.
\item[(d)] How thick is the layer whose initial excess, $C_0-C_s$ times its thickness, equals the amount of oxygen per unit area that has left through this surface?
\item[(e)] How does $L$ change if the furnace is $10\,^\circ$C too cold or too hot? What would result from inserting $T=1000$ K in equation (\ref{eq:D})?
\end{enumerate}

\section*{Solution}

\subsection*{(a) The diffusion length}

The exponential contains the absolute temperature, so the Celsius value must first be converted:
\begin{equation}
T=(1000+273.15)\ \mathrm{K}=1273.15\ \mathrm{K}.
\end{equation}
The diffusivity is given per second, so the time is needed in seconds:
\begin{equation}
t=16\times3600\ \mathrm{s}=57600\ \mathrm{s}.
\end{equation}
The thermal energy and the exponent are
\begin{align}
k_BT&=8.617333\times10^{-5}\times1273.15\ \mathrm{eV}=0.109712\ \mathrm{eV},\\
\frac{E}{k_BT}&=\frac{2.53}{0.109712}=23.060.
\end{align}
The exponential of this number is $e^{-23.060}=9.66\times10^{-11}$, and therefore
\begin{equation}
D=0.13\times9.66\times10^{-11}\ \mathrm{cm^2/s}=1.256\times10^{-11}\ \mathrm{cm^2/s}.
\end{equation}
Multiplying by the time gives an area, whose square root is the required length:
\begin{align}
Dt&=1.256\times10^{-11}\times57600\ \mathrm{cm^2}=7.23\times10^{-7}\ \mathrm{cm^2},\\
L&=\sqrt{7.23\times10^{-7}}\ \mathrm{cm}=8.50\times10^{-4}\ \mathrm{cm}=8.5\ \mu\mathrm{m}.
\end{align}
The last step uses $1\ \mathrm{cm}=10^4\ \mu\mathrm{m}$. This is the stated result.

The data do not justify more digits. Suppose that $D_0$ and $E$ are each uncertain by half a unit in their last digit. Since $L$ is proportional to $\sqrt{D_0}$, an uncertainty of 0.005 in 0.13 changes $L$ by about $\tfrac12\times0.005/0.13$, or 2 percent. A change of 0.005 eV in $E$ changes $L$ by about $0.005/(2\times0.1097)$, also 2 percent. These figures cover only the rounding of the given inputs. Other published fits of $D(T)$ for oxygen in silicon give values of $L$ for this anneal that differ by about ten percent. Further digits below serve to compare calculations that start from the same inputs.

\subsection*{(b) Displacement of one atom}

Let $p(x,t)\,dx$ be the probability of finding the atom between $x$ and $x+dx$, with $x$ measured from its starting point. The probability current is $-D\,\partial p/\partial x$. Conservation of probability says that $p$ changes at the rate given by minus the gradient of this current, so for constant $D$
\begin{equation}
\frac{\partial p}{\partial t}=D\,\frac{\partial^2p}{\partial x^2}.
\label{eq:p}
\end{equation}
Multiply by $x^2$, integrate over all $x$, and integrate by parts twice:
\begin{align}
\frac{d\langle x^2\rangle}{dt}
&=D\int_{-\infty}^{\infty}x^2\,\frac{\partial^2p}{\partial x^2}\,dx\nonumber\\
&=D\left[x^2\frac{\partial p}{\partial x}\right]_{-\infty}^{\infty}
-2D\int_{-\infty}^{\infty}x\,\frac{\partial p}{\partial x}\,dx\nonumber\\
&=0-2D\Big[x\,p\Big]_{-\infty}^{\infty}+2D\int_{-\infty}^{\infty}p\,dx=2D.
\end{align}
The boundary terms vanish because the probability and its slope fall off rapidly far from the start. The last integral is 1 because the atom is somewhere. Since $\langle x^2\rangle=0$ at $t=0$,
\begin{equation}
\langle x^2\rangle=2Dt=2L^2,\qquad
\sqrt{\langle x^2\rangle}=\sqrt2\,L=12.0\ \mu\mathrm{m}.
\end{equation}

The average displacement itself is zero: the starting condition and equation (\ref{eq:p}) are unchanged when $x$ is replaced by $-x$, so both directions are equally likely. The length $L$ therefore measures a spread, not a drift. If all three axes are counted, with the same $D$ along each, the mean squares add to $\langle r^2\rangle=6Dt$. The factor in front of $Dt$ depends on which displacement is meant, and the definition $L=\sqrt{Dt}$ contains none of these factors.

As a test, equation (\ref{eq:p}) was also solved numerically on a grid for a point source. Dividing the resulting root-mean-square displacement by $\sqrt2$ returns $L=8.50\ \mu$m. Since the grid solution uses the $D$ and $t$ of part (a), this confirms the factor 2 in $\langle x^2\rangle=2Dt$, not the value of $D$.

\subsection*{(c) The profile below the surface}

The concentration $C(x,t)$ obeys the same diffusion equation, because the oxygen flux is $-D\,\partial C/\partial x$ and no oxygen is lost inside the wafer. It is convenient to use the remaining fraction of the initial excess,
\begin{equation}
u(x,t)=\frac{C(x,t)-C_s}{C_0-C_s}.
\end{equation}
Subtracting a constant and dividing by a constant leaves the equation unchanged, so
\begin{equation}
\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial x^2},\qquad
u(0,t)=0,\qquad u(x,0)=1\ \text{ for }x>0.
\label{eq:u}
\end{equation}
Because the wafer is much thicker than $L$, its other surface can be placed at infinity, where $u=1$.

The problem now contains no fixed length. The available length is $\sqrt{Dt}$, which grows with time. This suggests a solution that depends on $x$ and $t$ through one ratio:
\begin{equation}
u(x,t)=f(z),\qquad z=\frac{x}{2\sqrt{Dt}}.
\end{equation}
The factor 2 is chosen to simplify the result. The derivatives of $z$ are
\begin{equation}
\frac{\partial z}{\partial t}=-\frac{z}{2t},\qquad
\frac{\partial z}{\partial x}=\frac{1}{2\sqrt{Dt}}.
\end{equation}
By the chain rule, with primes denoting derivatives with respect to $z$,
\begin{equation}
\frac{\partial u}{\partial t}=-\frac{z}{2t}\,f',\qquad
D\frac{\partial^2u}{\partial x^2}=D\,\frac{f''}{4Dt}=\frac{f''}{4t}.
\end{equation}
Equating the two and multiplying by $4t$ gives
\begin{equation}
f''+2z f'=0.
\end{equation}
Multiplication by $e^{z^2}$ turns the left side into a total derivative:
\begin{equation}
\frac{d}{dz}\left(e^{z^2}f'\right)=0
\quad\Longrightarrow\quad f'=A\,e^{-z^2},
\end{equation}
with a constant $A$. The surface condition $f(0)=0$ fixes the lower limit of the next integration:
\begin{equation}
f(z)=A\int_0^z e^{-s^2}ds.
\end{equation}
At any fixed depth $x>0$, $z$ tends to infinity as $t$ tends to zero. The initial condition therefore requires $f(\infty)=1$. Since $\int_0^\infty e^{-s^2}ds=\sqrt\pi/2$, this gives $A=2/\sqrt\pi$. The integral with this prefactor is the error function, so
\begin{equation}
u=\operatorname{erf}\!\left(\frac{x}{2L}\right),\qquad
C(x,t)=C_s+(C_0-C_s)\operatorname{erf}\!\left(\frac{x}{2L}\right).
\label{eq:erf}
\end{equation}
This satisfies the diffusion equation and all the stated conditions, which confirms the assumed form.

At the requested depths the arguments are $\tfrac12$, 1 and 2:
\begin{align}
u(L)&=\operatorname{erf}(0.5)=0.52,\\
u(2L)&=\operatorname{erf}(1)=0.84,\\
u(4L)&=\operatorname{erf}(2)=0.995.
\end{align}
At a depth of $8.5\ \mu$m about half of the excess is still present. The profile has no edge at $L$. It rises smoothly from the surface value and is within half a percent of the initial excess at $4L$. The numerical solution on a grid, for a slab much thicker than $L$, tests equation (\ref{eq:erf}): the largest difference is $2.9\times10^{-6}$ of the initial excess.

Two limits show the shape. Near the surface $e^{-s^2}\approx1$ in the integral, so
\begin{equation}
u\approx\frac{2}{\sqrt\pi}\,\frac{x}{2L}=\frac{x}{\sqrt\pi\,L}
\qquad(x\ll L),
\label{eq:linear}
\end{equation}
which is a straight line. Deep in the wafer the missing fraction is $1-u=(2/\sqrt\pi)\int_z^\infty e^{-s^2}ds$. In this integral $s/z\geq1$, and inserting that factor gives an upper bound:
\begin{equation}
1-u<\frac{2}{\sqrt\pi}\int_z^\infty\frac{s}{z}\,e^{-s^2}ds
=\frac{e^{-z^2}}{\sqrt\pi\,z},\qquad z=\frac{x}{2L}.
\end{equation}
The loss of oxygen thus dies out very quickly beyond a few diffusion lengths. This also makes the condition on the thickness concrete. If both surfaces lose oxygen, the two disturbed regions remain nearly separate when the wafer is thicker than about $8L$, or $68\ \mu$m.

Equation (\ref{eq:erf}) also holds for $C_s>C_0$. The factor $C_0-C_s$ is then negative, and oxygen enters the wafer instead of leaving it.

\subsection*{(d) The equivalent emptied depth}

The oxygen lost per unit surface area is the integral of $C_0-C=(C_0-C_s)(1-u)$ over depth. Dividing it by $C_0-C_s$ gives the required thickness:
\begin{equation}
d=\int_0^\infty(1-u)\,dx
=2L\int_0^\infty dz\,\frac{2}{\sqrt\pi}\int_z^\infty e^{-s^2}ds,
\end{equation}
where $dx=2L\,dz$ was used. The double integral covers the region $0<z<s$. Integrating over $z$ first gives a factor $s$:
\begin{equation}
d=\frac{4L}{\sqrt\pi}\int_0^\infty s\,e^{-s^2}ds
=\frac{4L}{\sqrt\pi}\cdot\frac12=\frac{2L}{\sqrt\pi}=9.6\ \mu\mathrm{m}.
\end{equation}

The flux through the surface gives the same answer. From equation (\ref{eq:linear}) the slope at $x=0$ is $(C_0-C_s)/\sqrt{\pi Dt}$. The flux $-D\,\partial C/\partial x$ is negative for $C_0>C_s$, so oxygen moves toward the surface. Its magnitude, integrated over the anneal and divided by $C_0-C_s$, is
\begin{equation}
\int_0^t\sqrt{\frac{D}{\pi t'}}\,dt'
=2\sqrt{\frac{Dt}{\pi}}=\frac{2L}{\sqrt\pi}.
\end{equation}
What leaves through the surface equals what is missing inside. Summing the missing oxygen in the grid solution also gives $9.60\ \mu$m.

The depth $d$ is a measure of quantity. No layer of this thickness has been completely emptied: the loss is spread over several $L$, as part (c) shows.

\subsection*{(e) Sensitivity to temperature}

Inserting equation (\ref{eq:D}) in the definition of $L$ gives
\begin{equation}
L=\sqrt{D_0t}\;e^{-E/(2k_BT)}.
\end{equation}
The square root halves the activation energy in the exponent. Differentiating at fixed time,
\begin{equation}
\frac1L\frac{dL}{dT}=\frac{E}{2k_BT^2}
=\frac{1}{2T}\,\frac{E}{k_BT}
=\frac{23.060}{2\times1273.15\ \mathrm{K}}=0.00906\ \mathrm{K^{-1}}.
\end{equation}
One degree changes $L$ by about 0.9 percent, so ten degrees change it by about 9 percent, or $0.77\ \mu$m. Recomputing $L$ from the full formula gives
\begin{equation}
L(990\,^\circ\mathrm{C})=7.76\ \mu\mathrm{m},\qquad
L(1010\,^\circ\mathrm{C})=9.30\ \mu\mathrm{m}.
\end{equation}
The linear estimates, computed before rounding $L$ and its slope, are 7.73 and $9.28\ \mu$m. Both are slightly low because the curve $L(T)$ bends upward here. With $a=E/(2k_B)$, a second differentiation gives
\begin{equation}
\frac{1}{L}\frac{d^2L}{dT^2}=\frac{a^2}{T^4}-\frac{2a}{T^3}
=\frac{a}{T^3}\left(\frac{a}{T}-2\right),
\end{equation}
which is positive because $a/T=23.060/2=11.5$ exceeds 2.

Time has a weaker effect, since $L$ grows as $\sqrt t$. To recover the original length at $990\,^\circ$C, the anneal must be longer by the factor $(8.50/7.76)^2=1.20$, which means about 19 hours instead of 16.

If 1000 K is inserted instead of 1273.15 K, the result is $L=0.36\ \mu$m, too small by a factor of more than twenty. The exponent $E/(k_BT)$ rises from 23.1 to 29.4. Half of this increase appears in $L$, which is therefore multiplied by about $e^{-3.15}=0.043$.

\subsection*{Where the result applies}

If the temperature varies during the anneal, $D$ depends on time but still not on position. Define a new variable $\theta$ by $d\theta=D\,dt$. The diffusion equation becomes $\partial u/\partial\theta=\partial^2u/\partial x^2$, so $Dt$ is replaced by
\begin{equation}
L^2=\int_0^t D\big(T(t')\big)\,dt'.
\end{equation}
Since $D$ is positive, heating and cooling periods added to the 16 hours increase $L$. The profile (\ref{eq:erf}) keeps its form with this $L$ only if $C_s$ stays constant while the temperature varies.

Precipitation changes the problem in a different way. Growing oxide particles remove dissolved oxygen, which adds a loss term to equation (\ref{eq:u}), and the error-function profile then no longer holds in general. In Czochralski silicon the oxygen is typically supersaturated several times over at $1000\,^\circ$C, so the assumption of no precipitation holds only when few precipitate nuclei are present. Nor is $L$ by itself the depth of the precipitate-free layer below the surface. Suppose, as a simple model, that precipitates form where the remaining fraction $u$ exceeds some threshold. A threshold of 0.52 would put the edge of the layer at $L$, or $8.5\ \mu$m, while a threshold of 0.84 would put it at $2L$, or $17\ \mu$m. In this model $L$ sets the scale of the layer, and the threshold sets the multiple of $L$. If precipitates form above a fixed concentration $C^*$ between $C_s$ and $C_0$, the threshold is $u=(C^*-C_s)/(C_0-C_s)$. The multiple then also depends on the initial and surface concentrations. The model leaves out nucleation. In real wafers the depth of the precipitate-free layer also depends on the nuclei and point defects left by earlier heat treatments, and it need not scale with the $L$ of this anneal.

\section*{Computed results}
\begin{verbatim}
prefactor D0 = 0.13 cm^2/s
activation energy E = 2.53 eV
anneal temperature = 1000 C
absolute temperature T = 1273.15 K
anneal duration = 16 h
anneal time t = 57600 s
Boltzmann constant = 8.617333e-05 eV/K
thermal energy kB T = 0.109712 eV
exponent E/(kB T) = 23.060 (no unit)
exp(-E/(kB T)) = 9.660e-11 (no unit)
diffusivity D = 1.256e-11 cm^2/s
product D t = 7.233e-07 cm^2
diffusion length L = 8.505e-04 cm
diffusion length L = 8.50 micrometres
L recovered from grid spread = 8.50 micrometres
rms displacement, one axis = 12.03 micrometres
remaining excess at depth 1 L = 0.5205 (fraction)
remaining excess at depth 2 L = 0.8427 (fraction)
remaining excess at depth 4 L = 0.9953 (fraction)
largest profile difference, grid - erf = 2.9e-06 (fraction)
emptied depth, formula = 9.60 micrometres
emptied depth, grid = 9.60 micrometres
d ln L/dT = 0.906 percent per K
L at 990 C = 7.76 micrometres
L at 1010 C = 9.30 micrometres
L if 1000 K is used by mistake = 0.36 micrometres
\end{verbatim}
